# Elastic Dipole Tensor from Residual Stress and the Relaxation-Volume Tensor

## Result and conventions

A neutral point defect sits in a periodic cell of volume $V$. The cell vectors are held at those of the stress-free perfect crystal, and the atoms are relaxed. If $\sigma_{ij}$ is the stress that remains, the elastic dipole tensor of the defect in this cell is

$$P_{ij}=-V\sigma_{ij}. \tag{1}$$

If the cell is then released until its stress vanishes, it acquires a strain $\varepsilon_{ij}$. The relaxation-volume tensor $\Omega_{ij}=V\varepsilon_{ij}$ is, in linear elasticity,

$$\Omega_{ij}=S_{ijkl}P_{kl}, \tag{2}$$

where $S$ is the compliance of the perfect crystal. The relaxation volume is the trace of $\Omega$.

Repeated indices are summed. Stress is positive in tension and is defined by $dE=V\sigma_{ij}\,d\varepsilon_{ij}$, the sum running over all nine pairs, with $V$ the reference volume. A defect that pushes its surroundings outward has positive diagonal $P$ and leaves the fixed cell under compression, hence the minus sign.

There are two natural definitions of $P$: a coupling energy to strain, and a first moment of forces. Both are used below and shown to agree. The defect is taken as neutral because the energy of a charged cell contains the charge times a reference potential, whose strain dependence would enter the stress.

## 1. One wrong spring in a ring

Take $N$ springs in a closed chain of fixed length $Na$. All have stiffness $k$ and rest length $a$, except one with stiffness $k'$ and rest length $a+s$. Force balance on every atom makes the tension $T$ the same in all springs. The ordinary springs have length $a+T/k$, the odd one $r_0=a+s+T/k'$. The lengths must add up to $Na$:

$$(N-1)\frac{T}{k}+s+\frac{T}{k'}=0
\quad\Rightarrow\quad
T=-\frac{ks}{N-1+k/k'}.$$

In one dimension tension plays the part of stress and length that of volume, so (1) reads

$$P_N=-NaT=\frac{kas\,N}{N-1+k/k'}. \tag{3}$$

Compare this with the force definition. Replace the odd spring by an ordinary one and ask which external forces keep the atoms where they are. The replacement pulls its two ends together with force $k(r_0-a)$, while the neighbouring springs pull them apart with $T$. The missing outward force on each end is

$$g=k(r_0-a)-T=ks+T\left(\frac{k}{k'}-1\right)=\frac{ks\,N}{N-1+k/k'}.$$

The two opposite forces are a distance $a$ apart in the reference chain, so their first moment is $ga$. This is $P_N$ for every $N$.

Now release the chain. With $T=0$ its length grows by $s$, so $\Omega=s$. The perfect chain has modulus $ka$ (force per unit strain), and (2) predicts

$$\frac{P_N}{ka}=\frac{sN}{N-1+k/k'}.$$

For $k'=k$ this is $s$ at any size. For $k'\neq k$ it tends to $s$ with a relative error of order $1/N$. Thus (1) is an identity for the dipole of the given cell, while that dipole, and the use of the perfect crystal's compliance, carry finite-size corrections when the defect changes the stiffness. The same division appears in three dimensions.

## 2. The energy argument in three dimensions

Let $E(\varepsilon)$ be the energy of the defective cell at homogeneous strain $\varepsilon$, minimized over atomic positions $x$. Then

$$\frac{dE}{d\varepsilon_{ij}}=\frac{\partial E}{\partial\varepsilon_{ij}}\bigg|_x+\frac{\partial E}{\partial x}\cdot\frac{dx}{d\varepsilon_{ij}},$$

and the last term vanishes because the forces do. The stress of the relaxed structure is therefore the derivative of the relaxed energy.

Define the dipole of the cell by the part of the energy linear in strain that the defect adds to the perfect cell:

$$P_{ij}=-\frac{\partial}{\partial\varepsilon_{ij}}\left[E(\varepsilon)-E_{\rm bulk}(\varepsilon)\right]_{\varepsilon=0}
=-V\left(\sigma_{ij}-\sigma^{\rm bulk}_{ij}\right). \tag{4}$$

For a stress-free reference $\sigma^{\rm bulk}=0$ and (1) follows. To second order in strain,

$$E(\varepsilon)=E(0)-P_{ij}\varepsilon_{ij}+\tfrac12\left(VC_{ijkl}-\alpha_{ijkl}\right)\varepsilon_{ij}\varepsilon_{kl}. \tag{5}$$

Here $C$ is the perfect crystal's elastic tensor with atoms relaxed, and $\alpha$, the elastic polarizability of the defect, does not grow with $V$.

**Limit: a stressed reference.** Give the reference cell a small linear expansion $\eta$ in a cubic crystal of bulk modulus $K$. Then $\sigma^{\rm bulk}_{xx}=3K\eta$, and omitting the subtraction adds $-3K\eta V$ to $P_{xx}$. This false dipole grows with the cell. In the model of section 6, with $V=9546$ Å$^3$, $K=0.7071$ eV/Å$^3$ and $\eta=0.001$, it is

$$-3(0.7071)(0.001)(9546)=-20.2\ {\rm eV},$$

against a true $P_{xx}$ of 3.94 eV. The sum, $-16.3$ eV, is close to the computed unsubtracted value of $-16.24$ eV. With subtraction the program finds 3.89 eV. Both computed values come from the virial of the expanded cell, which is $1+\eta$ times the $V\sigma$ defined above; this factor changes them by 0.1%. The small remaining drop is expected: subtracting the bulk energy $\tfrac12VC_{ijkl}\varepsilon_{ij}\varepsilon_{kl}$ from (5) and differentiating at strain $\varepsilon$ gives the dipole $P_{ij}+\alpha_{ijkl}\varepsilon_{kl}$, so a strained reference changes the dipole itself, by an amount that does not grow with $V$.

## 3. Forces in an elastic continuum

Equation (4) alone does not show that $-V\sigma$ describes the elastic source that acts in an infinite crystal. For that, represent the defect by a force density of zero total force and first moment $P$:

$$f_i(\mathbf r)=-P_{ij}\,\partial_j\delta(\mathbf r).$$

Integration by parts confirms the moment: $\int r_jf_i\,d^3r=P_{ik}\int(\partial_kr_j)\,\delta\,d^3r=P_{ij}$. Absence of a torque makes $P$ symmetric. The delta function may be read as a narrow normalized distribution, so that all integrals are finite.

In a periodic cell the displacement is $\varepsilon_{ij}r_j+u_i(\mathbf r)$ with $u$ periodic. The work term $-\int f_i(\varepsilon_{ij}r_j+u_i)\,d^3r$ equals $-P_{ij}[\varepsilon_{ij}+\partial_ju_i(0)]$, so

$$E=\tfrac12\int_V C_{ijkl}(\varepsilon_{ij}+\partial_ju_i)(\varepsilon_{kl}+\partial_lu_k)\,d^3r
-P_{ij}\left[\varepsilon_{ij}+\partial_ju_i(0)\right].$$

The force definition thus gives the same coupling $-P_{ij}\varepsilon_{ij}$ as the energy definition. Since $E$ is stationary in $u$, differentiate at fixed $u$:

$$V\sigma_{ij}=C_{ijkl}\int_V(\varepsilon_{kl}+\partial_lu_k)\,d^3r-P_{ij}.$$

The integral of $\partial_lu_k$ is a surface integral over the cell boundary, and opposite faces cancel because $u$ is periodic. Hence

$$\sigma_{ij}=C_{ijkl}\varepsilon_{kl}-\frac{P_{ij}}{V}, \tag{6}$$

and $\varepsilon=0$ gives (1). No isotropy or particular cell shape was assumed. The images do strain the region around the defect, but the strain due to $u$ averages to zero over the cell. For a source of fixed strength in a linear medium, (1) therefore has no size correction.

**Check far from the core.** Equilibrium says that $s_{ij}=C_{ijkl}\partial_lu_k-P_{ij}\delta(\mathbf r)$ has zero divergence, $\partial_js_{ij}=0$. In a rectangular cell, integrate this over a plane of constant $x$. The $y$ and $z$ derivatives drop out by periodicity, leaving $\partial_x\int s_{ix}\,dy\,dz=0$. The mean traction is the same on every such plane, so it equals the volume average, $-P_{ix}/V$. On a plane that misses the defect, this is ordinary elastic traction. The residual stress is thus transmitted through the whole cell, although its source is local.

## 4. Forces in a lattice

Now drop the continuum. Consider a Bravais lattice with pair bonds, each at its rest length in the perfect crystal, which is therefore stress-free. Bond $b$ runs from atom $m$ to atom $m'$, with reference vector $\mathbf R^b$ and actual vector $\mathbf R^b+\Delta\mathbf u^b$, where $\Delta\mathbf u^b=\mathbf u^{m'}-\mathbf u^m$. Let $\mathbf T^b$ be the force that the bond exerts on $m$; the force on $m'$ is $-\mathbf T^b$. At zero strain the cell has

$$V\sigma_{ij}=\sum_bT^b_i\left(R^b_j+\Delta u^b_j\right).$$

The second part vanishes. Collecting terms atom by atom gives

$$\sum_bT^b_i\left(u^{m'}_j-u^m_j\right)=-\sum_mF^m_iu^m_j=0,$$

because $\mathbf F^m$, the total force on atom $m$, is zero.

Next split $\mathbf T^b=\mathbf h^b+\mathbf g^b$. Here $h^b_i=K^b_{ik}\Delta u^b_k$ is the force the same bond would exert in the perfect harmonic crystal, and $\mathbf g^b$ is the rest: the altered bonds of the defect and all anharmonicity. In a Bravais lattice every atom has one outgoing bond of each type. For one type, $K$ and $\mathbf R$ are common factors, and $\sum\Delta\mathbf u=\sum_m(\mathbf u^{m+\mathbf R}-\mathbf u^m)=0$ by periodicity. The harmonic part therefore carries no net stress:

$$V\sigma_{ij}=\sum_bg^b_iR^b_j. \tag{7}$$

Let $\Phi$ be the force-constant matrix of the perfect crystal. The harmonic bonds exert the forces $-\Phi u$. Since the total force is zero, the $\mathbf g$ bonds exert $\mathbf f=\Phi u$. These are the external forces that would produce the same displacements in the perfect harmonic crystal. With atomic reference positions $\mathbf X^m$ their first moment is

$$\sum_mf^m_iX^m_j=\sum_bg^b_i\left(X^m_j-X^{m'}_j\right)=-\sum_bg^b_iR^b_j+\sum_{\rm cut}g^b_iL^b_j. \tag{8}$$

The last sum covers bonds that cross the cell boundary. For these the listed positions satisfy $\mathbf X^{m'}-\mathbf X^m=\mathbf R^b-\mathbf L^b$, with $\mathbf L^b$ a cell translation. Apart from this sum, (7) and (8) give $P=-V\sigma$.

**Limit: large cells.** For cell side $L$, the strain near the boundary scales as $L^{-3}$. There $\mathbf g$ is purely anharmonic, of second order in strain, so it scales as $L^{-6}$. About $L^2$ bonds are cut, each weighted by $L$, and the boundary sum falls as $L^{-3}$. In the model below, the $xx$ elements of the two tensors differ by 0.0071, 0.0024 and 0.0012 eV for sides of 5, 7 and 9 lattice constants. Multiplied by the cube of the side these are 0.89, 0.82 and 0.87 eV, with rounding uncertainties of about 0.01, 0.03 and 0.07 eV. The difference of the whole tensors, in norm relative to $-V\sigma$, is $1.84\times10^{-3}$, $6.48\times10^{-4}$ and $3.01\times10^{-4}$. Multiplied by the cube of the side this gives 0.230, 0.222 and 0.219, which changes by only about 5% and by less at each step, as expected if $L^{-3}$ is the leading term.

In a crystal with a basis, whole sublattices can shift relative to one another, and the sum leading to (7) need not vanish. The force moment then needs the stress due to these shifts as an extra term. The energy identity (4) is unaffected.

**Limit: weak defects.** Suppose the defect changes only rest lengths, by small amounts $s_b$, and leaves the stiffness $k$ of nearest-neighbour bonds alone. With $\mathbf n$ the bond direction and $R$ the bond length, to first order $\mathbf T^b=k(\mathbf n\cdot\Delta\mathbf u^b-s_b)\mathbf n$. The first term is $\mathbf h^b$, so $\mathbf g^b=-ks_b\mathbf n$ and

$$P_{ij}\simeq kR\sum_bs_b\,n^b_in^b_j. \tag{9}$$

No displacement appears: to this order, relaxing the atoms does not change the stress. For finite strength it does, so the atoms must be relaxed before the stress is read.

## 5. Releasing the cell

Set $\sigma=0$ in (6) and multiply by $V$:

$$C_{ijkl}\,V\varepsilon_{kl}=P_{ij}.$$

A stable crystal has an invertible $C$ on symmetric tensors. Its inverse is $S$, and (2) follows. The volume change is $V\det(1+\varepsilon)-V={\rm tr}\,\Omega+O(1/V)$, since $\varepsilon=\Omega/V$.

In Voigt notation $P$ is stress-like and is listed as $(P_{xx},P_{yy},P_{zz},P_{yz},P_{xz},P_{xy})$. $\Omega$ is strain-like, and its last three entries are $2\Omega_{yz},2\Omega_{xz},2\Omega_{xy}$. With these factors, (2) is a product with the usual $6\times6$ compliance matrix.

For a cubic crystal, $C\Omega=P$ reads

$$P_{xx}=C_{11}\Omega_{xx}+C_{12}(\Omega_{yy}+\Omega_{zz}),\qquad P_{xy}=2C_{44}\Omega_{xy},$$

and cyclic permutations. Adding the three diagonal equations, and subtracting the $zz$ one from the $xx$ one, gives

$${\rm tr}\,\Omega=\frac{{\rm tr}\,P}{3K},\qquad
\Omega_{xx}-\Omega_{zz}=\frac{P_{xx}-P_{zz}}{C_{11}-C_{12}},\qquad
\Omega_{xy}=\frac{P_{xy}}{2C_{44}}, \tag{10}$$

with $3K=C_{11}+2C_{12}$. The relaxation volume needs only the bulk modulus; the change of shape needs the two shear stiffnesses.

**Energy released.** Insert the final strain into (5) without $\alpha$. Since $VC_{ijkl}\varepsilon_{kl}=P_{ij}$, the quadratic term is half the size of the linear one, and

$$E(0)-E(\varepsilon)=\tfrac12P_{ij}\varepsilon_{ij}=\frac{P_{ij}S_{ijkl}P_{kl}}{2V}. \tag{11}$$

This is the gain from freeing the cell shape. It is not the whole elastic finite-size energy, because the released cell still contains a periodic array of interacting defects.

**Size corrections.** Keeping $\alpha$, the zero-stress condition is $(VC-\alpha)\varepsilon=P$. To first order in $1/V$,

$$\Omega=S P+\frac1V\,S\alpha S P,$$

with contracted indices understood. Anharmonicity of the perfect crystal adds a term of the same order, since it changes the stiffness by a fraction proportional to $\varepsilon\sim1/V$.

The fixed-cell dipole itself also shifts. In linear elasticity the strain field of a periodic array of dipoles is $L^{-3}$ times a function of $\mathbf r/L$. The part due to the images and to the zero-average condition is regular at the defect, so it is of order $1/V$ there. Acting through $\alpha$, it changes $P$ by an amount of order $1/V$. The harmonic spring ring showed both effects of $\alpha$ explicitly. In an anharmonic crystal this is not the only term of that order. The energy of the defect in the strain of its images is of order $PSP/V$. It depends on the cell strain through the stiffness of the crystal and the geometry of the cell as well as through $P$, and by (4) its strain derivative shifts the dipole at order $1/V$ too.

## 6. An anisotropic defect, fully anharmonic

The model is an fcc crystal with nearest-neighbour Morse bonds, a fixed bond list and round parameters: depth 0.5 eV, $\alpha_{\rm M}=1.5$ Å$^{-1}$, bond length $R=3$ Å. It represents no particular material. The bond stiffness is $k=2(0.5)(1.5)^2=2.25$ eV/Å$^2$. The elastic constants are $C_{11}=1.0607$ and $C_{12}=C_{44}=0.5303$ eV/Å$^3$, so $K=0.7071$ eV/Å$^3$, or 113 GPa.

The defect is a pair of oversized atoms, neighbours along $[110]$. Each bond from one of them to the host has its rest length increased by 0.05 Å, and the bond between them by 0.30 Å.

**First-order estimate.** The twelve bonds of an fcc atom satisfy $\sum n_in_j=4\delta_{ij}$. Two such atoms give $8\delta_{ij}$, which counts the shared bond twice. With $\mathbf n=(1,1,0)/\sqrt2$ for that bond,

$$\sum_bs_bn_in_j=0.05(8\delta_{ij}-2n_in_j)+0.30\,n_in_j=0.40\,\delta_{ij}+0.20\,n_in_j .$$

Multiplying by $kR=6.75$ eV/Å, (9) gives $P_{xx}=P_{yy}=3.38$, $P_{zz}=2.70$ and $P_{xy}=0.68$ eV.

**From the stress.** In the 500-atom cell, $V=9546$ Å$^3$ and the relaxed stress is $\sigma_{xx}=-0.0661$ GPa. With 1 eV/Å$^3$ = 160.2 GPa,

$$P_{xx}=\frac{9546\times0.0661}{160.2}=3.94\ {\rm eV}.$$

The other elements are $P_{zz}=3.04$ and $P_{xy}=0.98$ eV. Energy differences under small strains give the same values to the printed digits. The excess over the first-order estimate is of higher order in the extra lengths.

Without atomic relaxation, the stress would give 4.65, 3.02 and 1.63 eV. The error of this tensor, in norm relative to the relaxed one, is 21%. With all extra lengths reduced a hundredfold it falls to 0.14%, as the weak-defect limit requires.

**From dipole to volume.** Extrapolation in $1/V$ from the two larger cells gives $P_{xx}=3.938$, $P_{zz}=3.040$ and $P_{xy}=0.976$ eV, with trace 10.916 eV. By (10),

$${\rm tr}\,\Omega=\frac{10.916}{3(0.7071)}=5.146\ \text{Å}^3,\qquad
\Omega_{xy}=\frac{0.976}{2(0.5303)}=0.920\ \text{Å}^3,$$

$$\Omega_{xx}-\Omega_{zz}=\frac{3.938-3.040}{1.0607-0.5303}=1.693\ \text{Å}^3.$$

Since $\Omega_{yy}=\Omega_{xx}$ by symmetry, $\Omega_{zz}=(5.146-2\times1.693)/3=0.587$ and $\Omega_{xx}=2.280$ Å$^3$. Relaxing the cells to zero stress and extrapolating gives 2.280, 0.586 and 0.920 Å$^3$ for $xx$, $zz$ and $xy$.

The relaxation volume is 0.27 of the volume per atom. Along the pair axis the element of $\Omega$ is $\Omega_{xx}+\Omega_{xy}=3.20$ Å$^3$; along $[1\bar10]$ it is $\Omega_{xx}-\Omega_{xy}=1.36$ Å$^3$, and along $[001]$ 0.59 Å$^3$. The crystal expands most along the pair.

**Size dependence.** At finite size, $S P$ and the directly relaxed $\Omega$ differ by 0.16%, 0.059% and 0.028% of the latter, in norm, for sides 5, 7 and 9. The change of ${\rm tr}\,P$ over these three sizes corresponds to a correction proportional to side$^{-3.01}$, in accord with the $1/V$ argument.

For side 9, (11) can be evaluated by hand:

$$\frac{2(3.939)(2.280)+(3.040)(0.586)+2(0.976)(0.920)}{2(55672)}=1.93\times10^{-4}\ {\rm eV}.$$

The two relaxed energies differ by 0.193 meV. The numerical check tests these relations on the fully anharmonic model.

## Computed values

```
Morse depth 0.5 eV, alpha 1.5 1/angstrom, bond length 3.0 angstrom
extra rest length: solute-host 0.05, solute-solute 0.3 angstrom
lattice constant 4.2426 angstrom, bond stiffness 2.250 eV/angstrom^2
C11 1.06066, C12 0.53033, C44 0.53033, K 0.70711 eV/angstrom^3
bulk modulus K converted: 113.29 GPa
--- cell side 5 lattice constants: 500 atoms, V 9545.94 angstrom^3
residual stress: xx -0.0661, zz -0.0510, xy -0.0164 GPa
P = -V*stress: xx 3.9413, zz 3.0409, xy 0.9780 eV
P from force moments: xx 3.9342, zz 3.0373, xy 0.9740 eV
Omega = S:P: xx 2.2824, zz 0.5846, xy 0.9220 angstrom^3
Omega from relaxed cell: xx 2.2790, zz 0.5847, xy 0.9198 angstrom^3
relative difference: P 1.84e-03, Omega 1.62e-03
energy released by cell: 1.1277 meV, P:S:P/(2V) 1.1299 meV
--- cell side 7 lattice constants: 1372 atoms, V 26194.06 angstrom^3
residual stress: xx -0.0241, zz -0.0186, xy -0.0060 GPa
P = -V*stress: xx 3.9391, zz 3.0402, xy 0.9766 eV
P from force moments: xx 3.9367, zz 3.0389, xy 0.9752 eV
Omega = S:P: xx 2.2807, zz 0.5856, xy 0.9207 angstrom^3
Omega from relaxed cell: xx 2.2795, zz 0.5856, xy 0.9199 angstrom^3
relative difference: P 6.48e-04, Omega 5.87e-04
energy released by cell: 0.4110 meV, P:S:P/(2V) 0.4113 meV
--- cell side 9 lattice constants: 2916 atoms, V 55671.93 angstrom^3
residual stress: xx -0.0113, zz -0.0087, xy -0.0028 GPa
P = -V*stress: xx 3.9385, zz 3.0399, xy 0.9762 eV
P from force moments: xx 3.9373, zz 3.0393, xy 0.9755 eV
Omega = S:P: xx 2.2802, zz 0.5858, xy 0.9204 angstrom^3
Omega from relaxed cell: xx 2.2796, zz 0.5859, xy 0.9200 angstrom^3
relative difference: P 3.01e-04, Omega 2.76e-04
energy released by cell: 0.1934 meV, P:S:P/(2V) 0.1934 meV
--- limit of large cells, from sides 7 and 9
effective power of 1/side in the correction to tr P: 3.010
P: xx 3.9379, zz 3.0397, xy 0.9759 eV
Omega = S:P: xx 2.2798, zz 0.5860, xy 0.9200 angstrom^3
Omega from relaxed cells: xx 2.2798, zz 0.5860, xy 0.9200 angstrom^3
tr P 10.9155 eV, tr P/(3K) 5.1456 angstrom^3
relaxation volume from relaxed cells 5.1456 angstrom^3
relaxation volume / volume per atom: 0.2695
--- further tests, side 5
P from energy differences: xx 3.9413, zz 3.0409, xy 0.9780 eV
linear prestrain 0.001: P_xx without subtraction -16.2393 eV
P_xx with bulk stress subtracted 3.8946 eV
P with atoms unrelaxed: xx 4.6498, zz 3.0222, xy 1.6276 eV
relative error of unrelaxed P: full defect 0.2092, 0.01 of it 0.001362
```
